Wind force and residual resistivity of an impurity from phase shifts

**Definitions and the result**

The algebra uses atomic units, ħ = m = e = 1, so an electron has charge −1 and its velocity equals its wavevector. The host is jellium at zero temperature with Fermi wavevector k. Two spin states per wavevector give the electron density

n = 2 (4πk³/3)/(2π)³ = k³/(3π²).

Impurities of density n_i sit at random, far apart. Each acts on the electrons through a spherical potential V(r), finite at r = 0 and negligible beyond a short range. This is a simple model of a screened impurity; it leaves out the weak oscillating tail that screening produces in jellium. Its phase shifts at the Fermi energy are δ_l. Define

D_l = δ_l − δ_{l+1},  S = Σ_{l≥0} (l+1) sin² D_l.

The wind force F is the force that the current-carrying scattering states exert on one impurity through V, with V frozen in its equilibrium form. The direct force of the electric field on the ion is a separate quantity, and the change of screening caused by the current is left out.

A field E along z drives a charge current density j along z. The impurities contribute ρ_i to the resistivity. To first order in j,

ρ_i/n_i = 4πS/(nk) = 12π³S/k⁴,  (1)

F = −(4πS/k) j = −n (ρ_i/n_i) j.  (2)

The minus sign means that F points along the electron flow, opposite to j. It holds for attractive and repulsive impurities alike, because S is a sum of squares.

**The current-carrying distribution**

Let p be a general wavevector, ε = p²/2 its energy and μ the cosine of its angle to z. The occupation is f = f₀ + f₁, where f₀ is the Fermi step and f₁ is linear in E. Elastic scattering leaves f₁ on the Fermi surface. In an isotropic system the only scalar linear in E that can be formed with the direction of p is proportional to μ. Hence

f₁ = δ(ε − ε_F) C μ.

This is a rigid shift of the Fermi sphere by a drift velocity u. Indeed f₀(p − u) − f₀(p) ≈ −u pμ f₀′(ε) = δ(ε − ε_F) k u μ, so C = ku. The current follows from 2/(2π)³ = 1/(4π³) and ∫p³ δ(p²/2 − k²/2) dp = k²:

j = −(1/4π³) k² · 2π ∫μ (kuμ) dμ = −k³u/(3π²) = −nu.

Given j, the distribution is therefore fixed, whatever mixture of isotropic scatterers limits the current.

**First derivation: the force inside the impurity**

For an impurity at R the interaction is V(|r − R|). The force on the impurity is −∂V/∂R = +∇V, the gradient being taken with respect to the electron position r. A scattering state with unit incident density and wavevector k along some axis thus exerts a force along that axis of size

Φ = ∫ |ψ|² V′(r) cosθ d³r,

where θ is measured from the incident direction. The components across the axis vanish by symmetry.

The state is expanded as

ψ = Σ_l (2l+1) i^l e^{iδ_l} R_l(r) P_l(cosθ),

R_l → sin(kr − lπ/2 + δ_l)/(kr) at large r.

The factor e^{iδ_l} ensures that ψ minus the plane wave is purely outgoing. With x = kr − lπ/2,

e^{iδ} sin(x+δ) − sin x = e^{ix} (e^{2iδ} − 1)/(2i) = e^{ix} e^{iδ} sin δ,  (3)

and the incoming part e^{−ix} has cancelled.

In |ψ|² the factor cosθ joins only neighbouring values of l. The recurrence (2l+1)xP_l = (l+1)P_{l+1} + lP_{l−1}, now with x = cosθ, and the norm ∫P_{l+1}² dx = 2/(2l+3) give

∫ x P_l P_{l+1} dx = 2(l+1)/[(2l+1)(2l+3)].

The factors 2l+1 and 2l+3 cancel against those in ψ. Each pair (l, l+1) appears twice, as complex conjugates, with the sum

2 Re[i e^{i(δ_{l+1} − δ_l)}] = −2 sin(δ_{l+1} − δ_l) = 2 sin D_l.

Together with 2π from the azimuth,

Φ = 8π Σ_l (l+1) sin D_l · I_l,  I_l = ∫ V′ R_l R_{l+1} r² dr.  (4)

One sine has come from interference between partial waves. The second is hidden in I_l.

To find it, let L = l+1, a = rR_l, b = rR_{l+1} and W = 2V − k². The radial equations are

a″ = [L(L−1)/r² + W] a,  b″ = [L(L+1)/r² + W] b.

Introduce

α = a′ − La/r,  β = b′ + Lb/r.

Differentiating and inserting the radial equations gives

α′ = a″ − La′/r + La/r² = L²a/r² − La′/r + Wa = −(L/r)α + Wa,

β′ = b″ + Lb′/r − Lb/r² = L²b/r² + Lb′/r + Wb = (L/r)β + Wb.

Now take G = −αβ + Wab. In its derivative the two terms (L/r)αβ cancel, which leaves

G′ = −W(aβ + bα) + W′ab + W(ab)′.

Since aβ + bα = ab′ + a′b = (ab)′, the terms in W cancel too, and

G′ = W′ab = 2V′ab.

At the origin a ∝ r^L and b ∝ r^{L+1}. The leading part of α cancels, β ∝ r^L, and G vanishes. At large r write φ = kr − lπ/2 + δ_l. The phase of b is then φ − D_l − π/2, so

a → sin φ/k,  b → −cos(φ − D_l)/k,  a′ → cos φ,  b′ → sin(φ − D_l).

The terms in L/r and V die out, and W → −k²:

G → −cos φ sin(φ − D_l) + sin φ cos(φ − D_l) = sin D_l.

Integration of G′ from zero to infinity gives the radial identity

2 ∫ V′ab dr = sin D_l,  so  I_l = ½ sin D_l.  (5)

Equation (4) becomes

Φ = 4π Σ_l (l+1) sin² D_l = 4πS.  (6)

The details of V inside its range have disappeared from the force, except through the phase shifts.

It remains to sum over electrons. The distribution f₀ gives no net force, because its states come equally from all directions. A state at angle μ contributes μΦ along z. With ∫p² δ(p²/2 − k²/2) dp = k,

F = (1/4π³) k · 2π ∫ (kuμ)(μΦ) dμ = k²uΦ/(3π²) = nuΦ/k.

Inserting nu = −j and Φ = 4πS gives F = −(4πS/k) j, the first form of (2).

The resistivity now follows from momentum balance. Let a background scatterer that randomizes directions have mean free path Λ_b, so that it removes momentum at the rate k/Λ_b. Per unit volume the electrons feel −nE from the field, −n_iF in reaction to the force on the impurities, and −nuk/Λ_b from the background. In a steady state the sum is zero:

−nE + n_i(4πS/k) j + (k/Λ_b) j = 0,

E = [4πS n_i/(nk) + k/(nΛ_b)] j.

The term proportional to n_i is ρ_i, in agreement with (1). The form 12π³S/k⁴ follows from n = k³/(3π²).

**Second derivation: momentum counted far from the impurity**

This route starts with the resistivity and uses ψ only outside the potential. Since i^l e^{−ilπ/2} = 1, equation (3) shows that the outgoing wave is A(θ)e^{ikr}/r with

A(θ) = (1/k) Σ_l (2l+1) e^{iδ_l} sin δ_l P_l(cosθ).

An elastic deflection by θ removes the fraction 1 − cosθ of the forward momentum. The transport cross-section is therefore

σ_tr = 2π ∫ (1 − x)|A|² dx,  x = cosθ.

Write s_l = sin δ_l. Orthogonality of the P_l turns the 1 into the total cross-section,

σ_tot = (4π/k²) Σ_l (2l+1) s_l².

The term in x couples neighbours through the angular integral found earlier:

2π ∫ x|A|² dx = (8π/k²) Σ_l (l+1) s_l s_{l+1} cos D_l.

To combine the sums, split 2l+1 into (l+1) + l and shift the index in the second part:

Σ_l (2l+1)s_l² = Σ_l (l+1)(s_l² + s_{l+1}²).

Hence

σ_tr = (4π/k²) Σ_l (l+1)[s_l² + s_{l+1}² − 2s_l s_{l+1} cos D_l].

The bracket is |e^{iδ_l}s_l − e^{iδ_{l+1}}s_{l+1}|². Because e^{iδ} sin δ = (e^{2iδ} − 1)/(2i), it equals

|e^{2iδ_l} − e^{2iδ_{l+1}}|²/4 = sin² D_l.

Thus

σ_tr = 4πS/k².  (7)

The same S has appeared without any use of the force inside the impurity.

Next comes the steady Boltzmann equation. The force on an electron is −E, and the drift term is

−E ∂f₀/∂p_z = −E pμ f₀′ = E kμ δ(ε − ε_F).

It equals the rate of change of f by collisions. For elastic scattering from impurities that rate is

δ(ε − ε_F) n_i k ∫ |A|² C(μ′ − μ) dΩ′.

Averaging μ′ over the azimuth about the initial direction gives μ cosθ. The integral is therefore −σ_tr Cμ. The background adds −(k/Λ_b)Cμ, and

Ekμ = −kCμ/Λ,  1/Λ = n_iσ_tr + 1/Λ_b.

So C = −EΛ, u = C/k = −EΛ/k and j = −nu = nΛE/k. The resistivity is

ρ = k/(nΛ) = n_i kσ_tr/n + k/(nΛ_b).

The impurity part, with (7), is again (1).

The force is the momentum that the impurity collisions take from the electrons. Per unit volume this is

n_iF = (1/4π³) k² · 2π ∫ μ (n_i kσ_tr Cμ) dμ = n_i nσ_tr C.

With C = ku and nu = −j,

F = −kσ_tr j = −(4πS/k) j,

which is (2).

**What each derivation assumes**

Both derivations take independent electrons in a parabolic band, elastic scattering, a frozen spherical V, and impurities that each see the average drifting distribution. They differ in where momentum is counted.

The first evaluates the gradient of V over the electron density within its range. It needs the wave function there, and it yields the force for a given current without solving a transport equation. The resistivity then requires a balance of the whole electron gas. Equation (4) shows how the force arises: a single partial wave has a density that is even under reflection and exerts none, so interference between neighbouring waves is needed.

The second needs only the amplitude at large distance and the conservation of momentum between electron and impurity. In return it needs the collision integral, in which successive collisions are independent. That integral also separates the momentum given to different kinds of impurity, whereas the overall balance alone fixes their sum.

If another scatterer lies close to the impurity, the incident wave is no longer a plane wave. The force is still an integral of the density times ∇V, but the reduction to S fails, and the force on a single impurity need not equal −n(ρ_i/n_i) j. For a non-spherical potential in jellium the reduction to S fails too, and the force at given current can depend on the other scatterers. In both cases the momentum balance still ties the force averaged over the impurities to ρ_i, provided that the background removes momentum at the same rate k/Λ_b as before. In a crystal whose Fermi surface departs from a sphere, neither result can be taken over unchanged. At finite temperature the formulas need the thermal width of the Fermi step to be small compared with the Fermi energy, and S to vary little over that width. Equation (1), and with it the form F = −n(ρ_i/n_i) j, also needs Λ_b to vary little over that width, since otherwise the impurity and background resistivities no longer add.

**Weak potentials and slow electrons**

For a weak potential the R_l in (5) may be replaced by the spherical Bessel functions j_l(kr) of the free problem. To first order in V,

D_l ≈ 2 ∫ V′(r) j_l(kr) j_{l+1}(kr) r² dr.

Reversing V reverses each D_l but leaves D_l² unchanged. The leading wind force is thus quadratic in V and equal for V and −V. A difference between the two signs measures terms beyond this order.

For slow electrons and a short-range potential without a resonance near zero energy, the s wave dominates, with δ₀ ≈ −k a_s, where a_s is the scattering length, assumed non-zero. Slow here means that k is small compared with both the inverse range of V and 1/|a_s|; an attractive potential close to binding a state has a large |a_s| and reaches this limit only at very small k. Then S ≈ k²a_s² and

F ≈ −4πk a_s² j,  ρ_i/n_i ≈ 12π³a_s²/k².

Scattering is isotropic in this limit, and σ_tr = σ_tot = 4πa_s². When several partial waves matter, the two cross-sections in general differ, and it is σ_tr that sets both the force and the resistivity.

**The wind valence**

The force can also be referred to the field instead of the current. Define Z_w by F = Z_wE, with the elementary charge equal to one. Since E = ρj,

Z_w = −nρ_i/(n_iρ) = −nσ_trΛ.  (8)

The force at given current is a property of the impurity in its host. Z_w depends in addition on everything else that scatters electrons. For very few impurities Λ → Λ_b, and Z_w tends to −nσ_trΛ_b. If the impurities are the only scatterers, ρ = ρ_i and Z_w = −n/n_i, independent of their strength. This is momentum balance: all the momentum that the field gives to the electrons ends up in the impurities.

**A numerical case**

Take k = 1.5 Å⁻¹, which gives a Fermi energy of 8.57 eV and n = 0.114 Å⁻³. The model potential is V = V₀ exp(−r²/a²) with a = 1 Å and V₀ = −8 eV or +8 eV. It is not required to be self-consistent. There are 0.001 impurities per electron, and Λ_b = 200 Å. The electron flux J = |j|/e is set by ħJ = 10⁻⁶ eV Å⁻², which corresponds to a current density of 2.43 × 10¹⁰ A/m².

For the attractive impurity δ₀ = 0.552, δ₁ = 0.226 and δ₂ = 0.046. The first differences give sin D₀ = 0.3206 and sin D₁ = 0.1790, so

S = 0.3206² + 2 × 0.1790² + … = 0.1028 + 0.0641 + 0.0047 ≈ 0.1715,

where the last term collects l ≥ 2 and the total is rounded only after the unrounded terms are added. The transport cross-section is

σ_tr = 4π × 0.1715/1.5² = 0.958 Å²,

against a total cross-section of 2.43 Å². Using the total one would overstate force and resistivity by a factor of 2.5.

In ordinary units the force per unit density is Φ = (ħ²/m)4πS. The Fermi energy supplies ħ²/m = 2 × 8.5725/1.5² = 7.62 eV Å², and Φ = 7.62 × 4π × 0.1715 = 16.4 eV Å². Direct integration of |ψ|²V′cosθ over space gives the same value to the printed digits, which tests (6) without the radial identity.

The wind force has magnitude

|F| = kσ_tr ħJ = 1.5 × 0.958 × 10⁻⁶ = 1.44 × 10⁻⁶ eV/Å,

and it is directed along the electron flow. The impurity resistivity is

ρ_i = (n_i/n) kσ_tr = 0.001 × 1.5 × 0.958 = 0.00144 ħ Å/e²,

or 0.059 µΩ cm. The background contributes 0.0658 ħ Å/e², so the total is ρ = 0.0672 ħ Å/e². The field then satisfies eE = ρe²J = 6.72 × 10⁻⁸ eV/Å, and

Z_w = −1.44 × 10⁻⁶/(6.72 × 10⁻⁸) ≈ −21.

With only these impurities as scatterers the same ratio would be −n/n_i = −1000. The much smaller value here reflects the background, which takes up most of the momentum.

For the repulsive impurity S = 0.1436, |F| = 1.20 × 10⁻⁶ eV/Å and Z_w ≈ −18. The force keeps its direction, as (2) requires. The two values of S would coincide at leading order in V. Half their difference is 9% of their mean, which is the size of the part of S odd in V relative to the even part.

The terms of S show where the difference lies. The l = 0 term is slightly larger for the repulsive impurity, 0.108 against 0.103, although its |δ₀| is smaller, 0.501 against 0.552. What counts is the distance between δ₀ and δ₁, which is 0.335 for the repulsive case and 0.326 for the attractive one. The l = 1 term reverses the order: it is 0.033 for the repulsive impurity and 0.064 for the attractive one, whose δ₁ is larger in magnitude. The force and the resistivity thus depend on the differences between neighbouring phase shifts, and not on the largest phase shift alone.

The full set of values, including the Boltzmann equation solved as a matrix problem on the Fermi sphere, stands in the numerical output.

Table of computed values

```
Fermi wavevector k: 1.5 1/A
Fermi energy: 8.5725 eV
potential strength |V0|: 8 eV
potential width a: 1 A
electron density n: 0.11399 1/A^3
impurity density n_i: 0.00011399 1/A^3
background mean free path: 200 A
hbar * electron flux: 1e-06 eV/A^2
same current density: 2.4341e+10 A/m^2
background resistivity: 0.065797 hbar A/e^2
-- attractive impurity
delta_0..4 (rad): 0.55191 0.22559 0.04558 0.00681 0.00082
sin(delta_l-delta_l+1), l=0..3: 0.32055 0.17904 0.03877 0.00598
2*int V' a b dr, l=0..3: 0.32055 0.17904 0.03877 0.00598
terms of S, l=0..3: 0.102754 0.064111 0.004508 0.000143
S: 0.17152
force per unit density, spatial integral: 16.424 eV A^2
force per unit density, 4 pi S: 16.424 eV A^2
transport cross-section: 0.95794 A^2
total cross-section: 2.4335 A^2
total mean free path: 195.73 A
impurity resistivity: 0.0014369 hbar A/e^2
impurity resistivity, converted: 0.059032 microohm cm
total resistivity: 0.067234 hbar A/e^2
field times e: 6.7234e-08 eV/A
wind force along j: -1.4369e-06 eV/A
wind valence Z_w: -21.372
-- repulsive impurity
delta_0..4 (rad): -0.50107 -0.16656 -0.03871 -0.00639 -0.00080
sin(delta_l-delta_l+1), l=0..3: -0.32830 -0.12751 -0.03231 -0.00559
2*int V' a b dr, l=0..3: -0.32830 -0.12751 -0.03231 -0.00559
terms of S, l=0..3: 0.107780 0.032517 0.003132 0.000125
S: 0.14356
force per unit density, spatial integral: 13.746 eV A^2
force per unit density, 4 pi S: 13.746 eV A^2
transport cross-section: 0.80177 A^2
total cross-section: 1.7927 A^2
total mean free path: 196.41 A
impurity resistivity: 0.0012027 hbar A/e^2
impurity resistivity, converted: 0.049408 microohm cm
total resistivity: 0.067 hbar A/e^2
field times e: 6.7e-08 eV/A
wind force along j: -1.2027e-06 eV/A
wind valence Z_w: -17.95
```
